# Why a growth spiral's turns lie near 19 critical radii apart

## What the wrong spacing costs

The spacing between turns of a growth spiral can be used to infer the driving force for growth. If $4\pi$ critical radii are assumed where the speed law gives nearly 19, the inferred critical radius is too large by a factor 1.51. At fixed step energy, the driving force comes out too small by the same factor. The estimate $4\pi$ has the right curvature at the centre and the right speed far away, but fails between them.

## Simple case: a circular step

Let $\beta$ be the step energy per length, $s$ the area per atom in one layer and $\Delta\mu$ the energy gained per attached atom. A circular island of radius $r$ costs

$$G(r)=2\pi r\beta-\pi r^2\Delta\mu/s .$$

Setting $G'=2\pi\beta-2\pi r\Delta\mu/s=0$ gives the critical radius and the barrier

$$r_c=\beta s/\Delta\mu,\qquad G(r_c)=2\pi\beta r_c-\pi\beta r_c=\pi\beta r_c .$$

Let the curvature $\kappa$ be positive where a step is convex towards its advance. One atom added there lengthens the step at an energy cost $\beta s\kappa$. If attachment is slow and the adatom density is uniform, speed is proportional to that density minus the local equilibrium density:

$$v\propto e^{\Delta\mu/kT}-e^{\beta s\kappa/kT}.$$

For small exponents this is $v=K(\Delta\mu-\beta s\kappa)$, with $K$ a kinetic coefficient. With $v_0=K\Delta\mu$,

$$v=v_0(1-r_c\kappa).\tag{1}$$

Limits: a straight step moves at $v_0$, and a circle of radius $r_c$ stands still. Step energy and kinetics are taken as isotropic, and turns do not interact. From here lengths are in $r_c$, speeds in $v_0$ and times in $r_c/v_0$.

## First attempt: the Archimedean curve

A step ending at a screw dislocation has a fixed end. Zero speed there requires $\kappa=1$. For $r=a\theta$, the polar curvature formula gives

$$\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}}=\frac{\theta^2+2}{a(1+\theta^2)^{3/2}},$$

which is $2/a$ at the centre. Hence $a=2$ and the spacing is $2\pi a=4\pi$. Far turns move at speed 1, one spacing per revolution, so the rotation rate must be $2\pi/4\pi=1/2$.

Now test the curve at $r=2$, where $\theta=1$. Its curvature is $3/(2\cdot2^{3/2})=0.530$, so (1) allows a speed 0.470. The step makes $45^\circ$ with the radius, so rotation at rate $1/2$ requires $\tfrac12\cdot2\cos45^\circ=0.707$. The curved inner part cannot keep up.

## Generalization: a rigidly rotating curve

Let the step be $\theta=\Omega t-\varphi(r)$, where $\Omega=\omega r_c/v_0$ is the scaled rotation rate. Define $\chi$, the angle between step and radius, by $\tan\chi=r\varphi'$. The outward tangent points at angle $\alpha=\theta-\chi$, and arclength obeys $ds=dr/\cos\chi$. Thus

$$\frac{d\alpha}{ds}=-\cos\chi\,(\varphi'+\chi')=-\frac{\sin\chi}{r}-\chi'\cos\chi .$$

The tangent turns clockwise while the advance is to its left, so the step is convex towards its advance and $\kappa=-d\alpha/ds$:

$$\kappa=\frac{\sin\chi}{r}+\chi'\cos\chi=\frac1r\frac{d}{dr}(r\sin\chi).$$

A circle, $\chi=\pi/2$, gives $1/r$ as it should. Rotation carries a point at speed $\Omega r$ in the direction $\theta+\pi/2$. The normal points along $\theta-\chi+\pi/2$, so the normal speed is $\Omega r\cos\chi$. Equation (1) becomes

$$\frac1r\frac{d}{dr}(r\sin\chi)=1-\Omega r\cos\chi .\tag{2}$$

Write $p=r\sin\chi$. Since $|\sin\chi|\le1$, $p$ must vanish at $r=0$.

**Limit of no rotation.** With $\Omega=0$, $p'=r$ gives $\sin\chi=r/2$. This is the critical circle passing through the origin. It reaches its greatest distance, $r=2$, with $\chi=\pi/2$.

**Limit of small radius.** Here $\cos\chi=1+O(r^2)$, so $p'=r-\Omega r^2+O(r^4)$ and

$$\sin\chi=\frac r2-\frac{\Omega r^2}{3}+O(r^4),\qquad \kappa=1-\Omega r+O(r^3).$$

The curvature must fall linearly, because rotation demands a speed $\Omega r$. The Archimedean curvature, expanded with $\theta=r/2$, is $1-r^2/4+\dots$. It allows a speed of order $r^2$, too little for any nonzero rotation rate.

## Why one rate is selected

For each $\Omega$, (2) fixes one curve starting at the centre. Following it by arclength gives

$$\frac{dr}{ds}=\cos\chi,\qquad \frac{d\chi}{ds}=1-\frac{\sin\chi}{r}-\Omega r\cos\chi .\tag{3}$$

The curve can fail as an outward spiral in two ways.

*Upper exit: $\chi$ reaches $\pi/2$ and the radius turns back.* Until then $p'\le r$, hence $\sin\chi\le r/2$, and the exit lies at $r\ge2$. There $d\chi/ds=1-1/r\ge1/2$, so the crossing is not tangential.

*Lower exit: $\chi$ returns to zero.* There $d\chi/ds=1-\Omega r$, which cannot be positive on arrival from above. If it were zero, differentiating (3) would give $d^2\chi/ds^2=-\Omega<0$. Then $\chi$ would have a maximum of zero and would have been negative just before, a contradiction. So this crossing is not tangential either. Beyond it $1-\Omega r$ stays negative, so $\chi$ cannot become positive again.

Non-tangential crossings survive a small change of $\Omega$, so the rates leading to each exit form an open set. Both sets are non-empty. The value $\Omega=0$ gives the upper exit. Suppose that for some $\Omega>4/\pi$ there were no exit before $r=2$. Then $\cos\chi\ge\sqrt{1-r^2/4}$, and with $r=2\sin\tau$

$$p(2)\le2-\Omega\int_0^2r^2\sqrt{1-\frac{r^2}{4}}\,dr
=2-8\Omega\int_0^{\pi/2}\sin^2\tau\cos^2\tau\,d\tau=2-\frac{\pi\Omega}{2}<0 .$$

This contradicts $\chi\ge0$, so such a curve takes the lower exit. Two disjoint non-empty open sets cannot fill the interval $\Omega\ge0$. At least one rate therefore belongs to neither, and its curve keeps $0<\chi<\pi/2$.

Its radius grows without bound. If $r$ tended to a finite limit, $\cos\chi$ would tend to zero. That limit would be at least 2, and $d\chi/ds$ would stay near or above $1/2$, forcing the upper exit.

Its normal speed $w=\Omega r\cos\chi$ tends to 1. To see this, use (2) to write

$$\chi'=\frac{\Omega r}{w}\Bigl(1-w-\frac{\sin\chi}{r}\Bigr),\qquad
w'=\frac wr-\Omega r\sin\chi\,\chi' .$$

If $w\ge1+\delta$ at some radius, with $\delta>0$, then $\chi'<0$ and $w'>0$. The excess persists, and $\chi'\le-\Omega r\delta/(1+\delta)$ drives $\chi$ to zero. If $w\le1-\delta$ at a sufficiently large radius, the bracket exceeds $\delta/2$ and $\sin\chi>1/2$, because $\cos\chi\le1/(\Omega r)$. Then $w'\le1/r-\Omega^2r^2\delta/4<0$, so the deficit persists and $\chi'\ge\Omega r\delta/2$ drives $\chi$ to $\pi/2$. A curve with neither exit must have $w\to1$, hence $\chi\to\pi/2$.

The rate is unique. Suppose $\Omega_1<\Omega_2$ both gave such curves. The central expansion gives $\chi_1>\chi_2$ at small $r$. From (2),

$$\chi'=F(r,\chi)-\Omega r,\qquad F=\frac{1-\sin\chi/r}{\cos\chi},\qquad
\frac{\partial F}{\partial\chi}=\frac{\sin\chi-1/r}{\cos^2\chi}.$$

At a first meeting the slopes would differ by $\chi_1'-\chi_2'=(\Omega_2-\Omega_1)r>0$, which is impossible for a curve arriving from above. So $\chi_1>\chi_2$ throughout. Far out $\partial F/\partial\chi>0$, and the gap $\chi_1-\chi_2$ grows. Yet both angles tend to $\pi/2$, so the gap should vanish. This contradiction leaves one rate.

## The number and its checks

Far out, $\partial F/\partial\chi$ is large and positive. Errors grow in outward integration and decay in inward integration. I therefore integrated (2) outwards from the centre and inwards from the far field, and required equal $\chi$ at $r=2$. The result is

$$\Omega=0.330958,\qquad \frac{\lambda}{r_c}=\frac{2\pi}{\Omega}=18.985,$$

where $\lambda$ is the asymptotic spacing: a far turn moves at speed 1 for one period $2\pi/\Omega$. Bisection between the two exits of (3) gives the same six digits.

A third calculation does not assume rigid rotation. A general step $\theta(r,t)$ has normal speed $r\cos\chi\,\partial\theta/\partial t$, so (1) becomes

$$\frac{\partial\theta}{\partial t}=\frac{1-\kappa}{r\cos\chi}.$$

Started from the Archimedean curve $\varphi=r/2$, and separately from the much looser $\varphi=0.1r$, the step settled to a rate 0.33098 in both runs. That is within 0.01 % of the selected value. The Archimedean spiral does not persist under its own speed law.

## The far limit: how 19 is approached

Since $\cos\chi=w/(\Omega r)$,

$$\sin\chi=1-\frac{w^2}{2\Omega^2r^2}+O(r^{-4}).$$

Thus $p=r-1/(2\Omega^2r)+\dots$, and $\kappa=p'/r=1/r+O(r^{-3})$. Then $w=1-\kappa=1-1/r+O(r^{-3})$, and

$$\varphi'=\frac{\sin\chi}{r\cos\chi}=\frac{\Omega\sin\chi}{w}
=\Omega\left[1+\frac1r+\Bigl(1-\frac1{2\Omega^2}\Bigr)\frac1{r^2}+O(r^{-3})\right].\tag{4}$$

Integration gives $\varphi=\Omega r+\Omega\ln r+\text{constant}+\dots$. The phase never becomes that of an Archimedean spiral with a fixed offset, although the spacing converges. One turn adds $2\pi$ to $\varphi$, so the local gap is approximately $\lambda(1-1/r)$.

Between the third and fourth turns, at 53.96 and 72.66, the mean radius is 63.3. The estimate is $18.985(1-1/63.3)=18.69$, against 18.70 on the computed curve. The gap from the first to the second turn is 18.35, already 97 % of the limit. The inner turns are slightly closer because their curvature still slows them.

## From spacing to growth rate

Each revolution adds one step height $h$ everywhere on the hillock. In ordinary units the vertical growth rate is

$$R=\frac{h\omega}{2\pi}=\frac{hv_0}{\lambda}=\frac{\Omega hK}{2\pi\beta s}\,\Delta\mu^2,$$

using $v_0=K\Delta\mu$ and $r_c=\beta s/\Delta\mu$. At fixed $K$ and $\beta$, doubling the driving force doubles the step speed and halves the spacing, so growth is four times faster. This holds while (1) holds with a uniform $\Delta\mu$ and turns do not interact. The strain of the dislocation, estimated below, already lowers the factor to about 3.8 between 0.5 and 1 meV in the silicon example.

## Worked example: slow epitaxy on Si(111)

Take 1200 K, $\beta=0.20$ eV/nm, $\Delta\mu=0.50$ meV per atom and $v_0=500$ nm/s. The dislocation's displacement normal to the surface is one bilayer, $h=0.3136$ nm, so one step leaves it. With $s=0.06386$ nm²,

$$r_c=\frac{0.20\times0.06386}{0.00050}=25.54\ \text{nm},\qquad
\lambda=18.985\times25.54\ \text{nm}\approx485\ \text{nm}.$$

The Archimedean estimate is 321 nm. The period is $485/500=0.970$ s and the growth rate is $0.3136/0.970=0.323$ nm/s, or 19.4 nm/min. The hillock slope is $0.3136/485$ radian, or $0.037^\circ$. If the 485 nm spacing were read with $4\pi$, the critical radius would appear to be 38.6 nm and the driving force 0.33 meV.

Above roughly 1100 K the ordered reconstruction of silicon (111) is absent, which removes one source of anisotropy. The threefold symmetry of the crystal remains, so isotropy is still an assumption; it is relaxed below. The step energy is a rough value; $\Delta\mu$ and $v_0$ are chosen to represent slow growth close to equilibrium, and much chemical vapour deposition is faster. Precursor chemistry and adsorbed hydrogen enter through $\Delta\mu$, $K$ and $\beta$, and are not modelled. A real dislocation breaks the assumption of a uniform driving force: in the estimates below its strain widens the spacing by roughly 5 to 10 %, depending on the core cut-off and the Burgers vector.

## Relaxing the assumptions

**Exponential speed law.** Put $x=\Delta\mu/kT$ and $k=r_c\kappa$. To first order in $x$,

$$\frac{e^x-e^{xk}}{e^x-1}\approx(1-k)\Bigl(1+\frac{xk}{2}\Bigr).$$

Moderately curved parts move slightly faster than in (1). Here $x=0.0048$, and solving the spiral with the full law reduces the spacing by 0.1 %.

**Dislocation strain.** A screw displacement $h$ produces shear $h/(2\pi r)$. With shear modulus $G_s$ and atomic volume $sh$, the elastic energy per atom is

$$E(r)=\frac{G_s}{2}\left(\frac{h}{2\pi r}\right)^2sh=\frac{G_sh^3s}{8\pi^2r^2}.$$

This is subtracted from $\Delta\mu$. For a rough 60 GPa it is 2.9 % of $\Delta\mu$ at $r=r_c$. Replacing $r^2$ by $r^2+b^2$, with core cut-off $b=0.4$ nm, and solving again widens the spacing by 7.5 %, to about 521 nm. The figure depends on the assumed cut-off: the shift is 7.9 % at $b=0.3$ nm, 6.5 % at 0.8 nm and 5.2 % at 2 nm. Below about 0.29 nm the curve from the centre turns back inside the core and the form $\theta=\Omega t-\varphi(r)$ fails, so the chosen $b$ is close to the limit of the model. With $b=0.4$ nm, zero speed at the centre requires a bend of radius 0.22 nm, less than the distance between atoms. The result is therefore only a rough continuum estimate.

The shift exceeds 2.9 % because the inner region accumulates. In units of $r_c$, and with $e=0.0286$, strain adds to $p(r)$ the direct term

$$-\int_0^r\frac{e\rho\,d\rho}{\rho^2+b^2}=-\frac e2\ln\Bigl(1+\frac{r^2}{b^2}\Bigr).$$

At $r=1$ this is $-0.12$, compared with the leading term $r^2/2=0.5$. The estimate uses the bulk screw field; it omits stress relaxation at the free surface and any edge component. It also counts only the normal displacement: the shortest silicon lattice vector with normal component $h$ is 0.384 nm long, and its square is $1.5h^2$. Scaling the energy by 1.5 gives shifts of 10.5 % at $b=0.5$ nm and 9.6 % at 0.8 nm, while at 0.4 nm the curve turns back inside the core. Since $e\propto1/(r_c^2\Delta\mu)\propto1/r_c$ at fixed $\beta$, a stronger driving force makes this correction more important: with displacement $h$ and $b=0.4$ nm the shift is 4.4 % at 0.25 meV, 12.5 % at 1 meV and 36 % at 5 meV.

**Anisotropic step energy.** For $\beta[1+\epsilon\cos3\alpha_n]$, with $\alpha_n$ the direction of the step normal, curvature is multiplied by the stiffness, energy plus second angular derivative: $\beta[1-8\epsilon\cos3\alpha_n]$. An assumed $\epsilon=2$ % modulates the stiffness by 16 %. With isotropic kinetics, the moving-step calculation changes the mean spacing by only $-0.1$ %. The shift grows roughly as $\epsilon^2$: it is $-0.5$ % at $\epsilon=4$ % and $-2.2$ % at 8 %.

**Adatom depletion.** On a terrace of width $\lambda$, supply $F$ and diffusivity $D$ give $Dc''+F=0$. The density at mid-terrace exceeds that at the edge by $F\lambda^2/(8D)$. Each edge absorbs $F\lambda/2=k_a(c_{\rm edge}-c_{\rm eq})$, where $k_a$ is the attachment coefficient. The ratio of the variation to the excess at the edge is

$$\frac{F\lambda^2/(8D)}{F\lambda/(2k_a)}=\frac{\lambda}{4d},\qquad d=\frac D{k_a}.$$

For an assumed $d=5000$ nm this is $485/20000=2.4$ %. The worked example describes silicon only if attachment there is similarly slow compared with diffusion, which is assumed here and not shown. The length $d$ is tied to the other inputs: a step fed from both sides has $v_0=2sk_ac_{\rm eq}\Delta\mu/kT$, so $d=2sDc_{\rm eq}\Delta\mu/(kTv_0)$. The assumed $d$ needs $Dc_{\rm eq}=4\times10^9$ s⁻¹. A value of $10^8$ s⁻¹ would give $d\approx120$ nm and a ratio near 1, so $Dc_{\rm eq}$ must be taken from measurement before these numbers are applied to silicon. If $d$ is comparable with $\lambda$ or smaller, the density is no longer nearly uniform and (1) cannot be used with a constant $\Delta\mu$.

**Nucleation between turns.** The barrier $\pi\beta r_c$ is 16 eV, or $155\,kT$. New islands on the terraces are negligible here.

**Thermal fluctuations.** For small displacements $u(x,t)$ of a straight step, $\kappa=-u_{xx}$. Equation (1) gives $u_t=\nu u_{xx}$ plus noise, with $\nu=v_0r_c$. Near equilibrium the noise must reproduce the spectrum $kT/(\beta q^2)$ set by the energy $\tfrac\beta2\int u_x^2dx$. From a straight start,

$$\langle u^2\rangle=\frac{kT}{\beta}\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{1-e^{-2\nu q^2t}}{q^2}.$$

Let $I(A)=\int(1-e^{-Aq^2})q^{-2}dq$. Then $dI/dA=\sqrt{\pi/A}$ and $I(0)=0$, so $I=2\sqrt{\pi A}$. With $A=2\nu t$,

$$\langle u^2\rangle=\frac{kT}{\beta}\sqrt{\frac{2v_0r_ct}{\pi}} .$$

A Langevin simulation of a straight step at $\nu t=5$, in units where $kT/\beta=1$, gave this variance within its sampling error of between 1 and 2 %.

Here $kT/\beta=0.517$ nm. During the time $r_c/v_0$ the rms displacement reaches 3.2 nm, 13 % of $r_c$; during one revolution it reaches 6.8 nm, 1.4 % of $\lambda$. These estimates are for a free straight step. They leave out the fixed end, which reduces the motion near the core, and the rotation of the spiral. They give a scale for the instantaneous roughness away from the fixed end, which is small compared with the spacing. Any shift of the mean spacing by noise remains uncomputed.

The numerical output below gives the values to more digits.

## Computed results

```
Omega, matching: 0.330958
Omega, bisection: 0.330958
Omega, moving step, tight start: 0.33098
Omega, moving step, loose start: 0.33098
asymptotic spacing: 18.985 rc
Archimedean spacing: 12.566 rc
ratio of spacings: 1.5108
largest speed-law error: 8.1e-05 v0
Archimedean, r = 2 rc, rotation speed: 0.707 v0
Archimedean, r = 2 rc, speed by law: 0.470 v0
radius after turn 1: 17.01 rc
radius after turn 2: 35.36 rc
radius after turn 3: 53.96 rc
radius after turn 4: 72.66 rc
gap, turns 1 to 2: 18.35 rc
gap, turns 3 to 4: 18.70 rc
gap, turns 14 to 15: 18.92 rc
temperature: 1200 K
kT: 0.1034 eV
step energy beta: 0.20 eV/nm
driving force: 0.50 meV per atom
driving force / kT: 0.00484
straight-step speed v0: 500 nm/s
area per atom s: 0.06386 nm2
step height: 0.3136 nm
critical radius rc: 25.54 nm
spiral spacing: 485.0 nm
Archimedean spacing: 321.0 nm
rotation period: 0.970 s
growth rate: 19.40 nm/min
hillock slope: 0.0370 degrees
exponential law, spacing shift: -0.108 %
shear modulus: 60 GPa
strain core cut-off: 0.4 nm
strain energy at rc / driving force: 0.0286
strain, spacing shift: +7.48 %
step-energy anisotropy: 2 %
stiffness anisotropy: 16 %
anisotropy, spacing shift: -0.13 %
attachment length D/k: 5000 nm
terrace depletion: 2.42 %
nucleation barrier: 16.05 eV
nucleation barrier / kT: 155
wandering in time rc/v0: 3.25 nm
wandering in one turn: 6.78 nm
kT/(beta rc): 0.0202
Langevin variance / formula: 0.999
```
